# Why Heating Raises Silicon's Avalanche Voltage but Lowers Its Tunnelling Voltage

**Question.** A reverse-biased silicon junction that breaks down by avalanche needs more voltage when it is warmed. A more heavily doped junction that breaks down by band-to-band tunnelling needs less. The lattice vibrates more strongly in both. Why do the voltages move in opposite directions?

## The mechanism

In an avalanche, a carrier must collect enough energy from the field to create an electron–hole pair. A phonon collision interrupts this collection. Heating makes collisions more frequent, so a stronger field is needed.

A tunnelling electron has no such energy to collect. It crosses the forbidden gap as a decaying wave, and heating narrows the gap. Silicon's gap is also indirect: the electron must change its crystal momentum, which a phonon can supply. More phonons therefore help it.

Gap narrowing acts on the avalanche too, because it lowers the energy needed to make a pair. The avalanche voltage rises if the shorter free path outweighs this, so the two effects must be calculated.

## From phonons to ionisation

Let $\hbar\omega$ be the energy of the optical phonon that scatters fast carriers, and $n=1/(e^{\hbar\omega/kT}-1)$ its mean occupation. Emission has a rate proportional to $n+1$, absorption to $n$. If the carrier energy is large compared with $\hbar\omega$, the other factors are nearly equal, and the collision rate per unit path is proportional to $2n+1$. The model uses this factor at all energies, although it is inaccurate for carriers still close to rest. With $\lambda_0$ the mean free path at zero temperature,

$$\lambda=\frac{\lambda_0}{2n+1}=\lambda_0\tanh\frac{\hbar\omega}{2kT},\qquad
\frac{d\ln\lambda}{dT}=-\frac{x/T}{\sinh x},\quad x=\frac{\hbar\omega}{kT}.$$

The derivative follows from $d\ln\tanh(x/2)/dx=1/\sinh x$ and $dx/dT=-x/T$.

Next comes the threshold energy $E_i$. Take parabolic bands with equal masses $m$ and both band edges at the same crystal momentum. Silicon's gap is indirect and its masses are unequal, so the result is a model threshold tied to the gap, not silicon's actual one. A carrier of momentum $p$ becomes three particles: itself, a new electron and a hole. For a fixed total momentum their kinetic energy is least when each carries $p/3$, and it is then $3(p/3)^2/2m=E_i/3$. Energy conservation gives $E_i=E_g+E_i/3$, or

$$E_i=\tfrac32E_g .$$

In the lucky-electron model a carrier starts from rest and moves along the field, whose magnitude is $F$. Any collision returns it to rest. If it travels $l=E_i/(qF)$ without a collision it ionises at once, and is again taken to start from rest, which neglects the momentum $p/3$ left to it. The chance of success is $P=e^{-l/\lambda}$. Successful or not, the mean length of an attempt is

$$\int_0^l e^{-s/\lambda}ds=\lambda(1-P).$$

The ionisation coefficient $\alpha$, the number of ionisations per unit length, is the success probability divided by this length:

$$\alpha=\frac{P}{\lambda(1-P)}=\frac{1}{\lambda(e^{l/\lambda}-1)},\qquad
\alpha l=\frac{u}{e^u-1},\quad u=\frac l\lambda .$$

The derivative of $u/(e^u-1)$ has the numerator $e^u-1-ue^u$. This is zero at $u=0$ and has slope $-ue^u$, so it is negative for $u>0$. At fixed field and threshold, a shorter path therefore lowers $\alpha$, even though $1/\lambda$ stands in front. As $u\to0$, $\alpha\to1/l$: flights are almost free of collisions and phonons cease to matter.

## From ionisation to voltage

Consider an abrupt junction with a heavily doped p side and a uniform n-side doping $N$. With $x$ now the distance into the n side, Poisson's equation gives

$$F(x)=F_m\left(1-\frac xW\right),\quad W=\frac{\varepsilon F_m}{qN},\quad
\psi=\frac{F_mW}{2}=\frac{\varepsilon F_m^2}{2qN},$$

where $F_m$ is the peak field, $W$ the depletion width and $\psi$ the total potential drop. The applied reverse voltage is $V=\psi-V_{bi}$, with $V_{bi}$ the built-in voltage.

Let electrons and holes have the same $\alpha$, fixed by the local field. A pair born anywhere separates, and its two members together sweep the whole depletion layer once. They create $\int_0^W\alpha\,dx$ new pairs on average. The avalanche sustains itself when this number is one.

To solve the condition, write $F=E_i/(q\lambda u)$. Then

$$dx=-\frac{\varepsilon}{qN}dF=\frac{\varepsilon E_i}{q^2N\lambda}\frac{du}{u^2}.$$

The range runs from $u_m=E_i/(qF_m\lambda)$ at the peak field to infinity at the layer's edge. Inserting $\alpha=1/[\lambda(e^u-1)]$ gives

$$I(u_m)\equiv\int_{u_m}^{\infty}\frac{du}{u^2(e^u-1)}=\frac{q^2N\lambda^2}{\varepsilon E_i}.$$

Now change the temperature at fixed $N$ and $\varepsilon$. Define

$$g=-\frac{d\ln I}{d\ln u_m}=\frac{1}{u_m(e^{u_m}-1)I(u_m)} .$$

The logarithm of the breakdown condition gives $-g\,d\ln u_m=2\,d\ln\lambda-d\ln E_i$. Hence

$$\begin{aligned}
d\ln F_m&=d\ln E_i-d\ln\lambda-d\ln u_m\\
&=\left(1-\frac1g\right)d\ln E_i-\left(1-\frac2g\right)d\ln\lambda .
\end{aligned}$$

Since $\psi\propto F_m^2$,

$$\frac{d\ln\psi}{dT}=-2\left(1-\frac2g\right)\frac{d\ln\lambda}{dT}+2\left(1-\frac1g\right)\frac{d\ln E_i}{dT}.$$

The signs follow from a bound on $g$. Write the integrand of $I$ as $u^{-3}$ times $u/(e^u-1)$. The second factor decreases, so it is largest at $u_m$, and

$$I<\frac{u_m}{e^{u_m}-1}\int_{u_m}^{\infty}\frac{du}{u^3}=\frac{1}{2u_m(e^{u_m}-1)},$$

which means $g>2$. The first term is positive, since $\lambda$ falls on heating. The second is negative, since the gap narrows.

Doping sets their balance. Light doping makes $I$ small and $u_m$ large. The integral then comes mostly from near its lower end, $g$ grows roughly as $u_m$, and $\psi$ approaches a $\lambda^{-2}$ dependence, but so slowly that at ordinary light dopings the exponent is still well short of $-2$. In the opposite limit, $u_m\to0$, $g$ tends to 2 and the phonon term vanishes.

## An avalanche diode in numbers

Take rough silicon values: relative permittivity 11.7, $\hbar\omega=63$ meV, $\lambda_0=12$ nm and $N=3\times10^{16}$ cm$^{-3}$. The path is an effective one, chosen to give a realistic breakdown field. For the gap use

$$E_g(T)=1.17\ \text{eV}-2(1.49)\,\hbar\omega_g\,n_g,\qquad \hbar\omega_g=25.5\ \text{meV},$$

where $n_g$ is the occupation of a phonon of energy $\hbar\omega_g$. At 300 K this gives $E_g=1.125$ eV, falling by 0.237 meV/K, and $E_i=1.687$ eV.

The optical phonon has $n=0.0958$, so $\lambda=12/1.1916=10.07$ nm and $d\ln\lambda/dT=-1.431\times10^{-3}$/K. Numerical solution of the breakdown condition gives $u_m=3.172$ and $g=4.945$. The peak field is

$$F_m=\frac{1.687\ \text{V}}{(10.07\ \text{nm})(3.172)}=0.528\ \text{MV/cm}.$$

With $W=1138$ nm, $\psi=F_mW/2=30.1$ V. The two contributions are

$$\begin{aligned}
\text{phonons:}\quad&2\left(1-\frac{2}{4.945}\right)(1.431\times10^{-3})=+1.70\times10^{-3}/\text{K},\\
\text{gap:}\quad&-2\left(1-\frac1{4.945}\right)\frac{0.237}{1125}=-0.34\times10^{-3}/\text{K}.
\end{aligned}$$

The path effect is five times the gap effect, and the total drop rises by $1.37\times10^{-3}$/K.

For the built-in voltage, put the Fermi level at the valence edge on the p side. Then $qV_{bi}=E_g-kT\ln(N_c/N)$, where $N_c=2(2\pi m_dkT/h^2)^{3/2}$ and $m_d=1.08$ free-electron masses. This gives $V_{bi}=0.95$ V and an applied breakdown voltage of 29.1 V, which rises by 42 mV/K.

A single-photon avalanche diode is biased above breakdown. If the applied voltage is held 3 V above the 300 K breakdown value, a warming of 10 K removes about 0.4 V of this excess. Solving for the temperature at which all 3 V are gone gives a warming of 65 K.

The rise is conditional. In this model the slope of $\psi$ changes sign at 113 K. Below that, the 63 meV phonon is frozen out more completely than the 25.5 meV phonon that governs the gap. This is no prediction for cold silicon, where low-energy phonons left out of $\lambda$ also scatter carriers.

## Why tunnelling responds the other way

Inside the gap an electron wave decays. Let $y$ be the energy it has climbed above the local valence edge, so $dy=qF\,dx$ in a uniform field. Let $E$ be the total energy to be crossed. The valence-like and conduction-like decay constants are

$$\kappa_v=\frac{\sqrt{2m_vy}}{\hbar},\qquad \kappa_c=\frac{\sqrt{2m_c(E-y)}}{\hbar}.$$

A phonon transfers the electron from one to the other at some energy $y_s$. The probability varies as $e^{-S}$, with

$$S=\frac{2}{qF}\left[\int_0^{y_s}\kappa_v\,dy+\int_{y_s}^{E}\kappa_c\,dy\right].$$

Its derivative with respect to $y_s$ is proportional to $\kappa_v(y_s)-\kappa_c(y_s)$, which goes from negative to positive. The least $S$, and so the dominant path, has $m_vy_s=m_c(E-y_s)$. With $m_r=m_vm_c/(m_v+m_c)$, both sides equal $m_rE$. The integrals are

$$\int_0^{y_s}\kappa_v\,dy=\frac{2y_s}{3\hbar}\sqrt{2m_rE},\qquad
\int_{y_s}^{E}\kappa_c\,dy=\frac{2(E-y_s)}{3\hbar}\sqrt{2m_rE},$$

and therefore

$$S(E)=\frac{4\sqrt{2m_r}\,E^{3/2}}{3\hbar qF}.$$

Let the momentum-supplying phonon have energy $\hbar\Omega$ and occupation $\nu$. Emission makes the electron cross $E_+=E_g+\hbar\Omega$; absorption reduces this to $E_-=E_g-\hbar\Omega$. The current density is modelled as

$$J=J_0\left[(\nu+1)e^{-S(E_+)}+\nu e^{-S(E_-)}\right],$$

with $J_0$ constant. Breakdown is defined by a fixed $J$.

Let $f_+$ and $f_-$ be the shares of the current carried by emission and absorption, and write $S_\pm=S(E_\pm)$. Since $S\propto1/F$, $\partial\ln J/\partial\ln F=\bar S=f_+S_++f_-S_-$. Since $S\propto E^{3/2}$, and $d\nu/dT=\nu(\nu+1)\hbar\Omega/kT^2$,

$$\frac{\partial\ln J}{\partial T}=-\frac32\left(\frac{f_+S_+}{E_+}+\frac{f_-S_-}{E_-}\right)\frac{dE_g}{dT}
+\left(\frac{f_+}{\nu+1}+\frac{f_-}{\nu}\right)\frac{d\nu}{dT}.$$

Both terms are positive. Keeping $J$ fixed requires

$$\frac{d\ln\psi}{dT}=2\frac{d\ln F_m}{dT}=-\frac{2}{\bar S}\frac{\partial\ln J}{\partial T}<0 .$$

In a direct-gap material the phonon-supply term would be absent, but the gap term would remain.

## A tunnelling diode in numbers

Take $N=2\times10^{18}$ cm$^{-3}$, $m_c=0.19$ and $m_v=0.16$ free-electron masses, and $\hbar\Omega=19$ meV. Choose $J_0=10^5$ A/cm$^2$ and a breakdown criterion of $10^{-2}$ A/cm$^2$. Using the peak field along the whole tunnelling path, numerical solution at 300 K gives $F_m=1.40$ MV/cm and $\bar S=17.1$. Emission carries 47% of the current and absorption 53%.

The gap contributes $-0.63\times10^{-3}$/K to $d\ln\psi/dT$, and phonon supply $-0.42\times10^{-3}$/K. This split depends on the single 19 meV phonon assumed here; silicon also has momentum-supplying phonons of higher energy. With a 58 meV optical phonon instead and the same $J_0$, phonon supply would contribute as much as the gap, and the applied voltage would be about 2.7 V with a slope of about $-4.1$ mV/K. With $\psi=3.19$ V, the total drop changes by $-3.35$ mV/K. The built-in voltage, 1.06 V, itself changes by $-0.59$ mV/K. The applied breakdown voltage is thus 2.13 V, and its slope is $-3.35+0.59=-2.76$ mV/K. The falling built-in voltage opposes the effect but does not reverse it.

| Temperature (K) | Avalanche $V$ (V) | Tunnelling $V$ (V) |
|---|---:|---:|
| 250 | 27.2 | 2.28 |
| 300 | 29.1 | 2.13 |
| 350 | 31.4 | 2.00 |

## How far the numbers can be trusted

Real silicon avalanche diodes of a few tens of volts typically have a coefficient a little under $10^{-3}$/K, so the model has the right sign and order of magnitude but overstates the size. The size also depends strongly on the phonon energy chosen for $\lambda$. Another severe assumption is that a collision removes all of a carrier's energy. A real phonon takes or gives its own small energy and mainly changes the direction of motion.

I replaced the reset by such collisions in a one-dimensional transport equation, solved on an energy grid, with forward and backward motion equally likely after each collision. To keep the same drop at 300 K, the path had to be shortened to 3.5 nm. The coefficient of $\psi$ fell from $1.37\times10^{-3}$ to $0.60\times10^{-3}$/K. It stayed positive, but the lucky-electron value is more than twice as large.

The surviving rise comes from the randomised direction. The mean net energy loss per collision is $\hbar\omega[(n+1)-n]/(2n+1)=\hbar\omega/(2n+1)$. Divided by $\lambda$, this is $\hbar\omega/\lambda_0$ per unit path, which does not depend on temperature. Carriers with less than $\hbar\omega$ cannot lose a whole phonon, so the actual loss per path is about 6% smaller, and it changes by under 1% between 270 and 330 K. Heating does not make these carriers lose energy faster along their path. It turns them round more often, so they travel a longer path, and lose more energy in all, before they ionise.

The local coefficient also ignores the dead space, the distance a newborn carrier must travel before it can ionise. Following successive generations of carriers through the actual field, on a spatial grid, raises the drop to about 31.5 V. Giving electrons and holes different zero-temperature paths as well, 13.5 and 10.5 nm, yields about 31.3 V. In both cases the coefficient stays positive and above $10^{-3}$/K. It is sensitive to the grid: about 1.1 to $1.2\times10^{-3}$/K on 400 points, and about $1.3\times10^{-3}$/K, close to the local value, when the grid is refined.

For the tunnelling diode, the fall of the field along the path matters more for the voltage than for its slope. Including it raises the applied voltage from 2.13 to 2.72 V and changes the slope to $-2.88$ mV/K. If instead the prefactor grows as $F^{5/2}$, with its 300 K value unchanged, the slope is $-2.33$ mV/K. The sign survives each change.

The two mechanisms are well separated in the avalanche diode, where the tunnelling formula gives about $10^{-14}$ A/cm$^2$. They are less so in the tunnelling diode. At the higher peak field found with the varying-field correction, the generation calculation gives 0.46 new pairs per pair. The local integral $\int\alpha\,dx$, which ignores the dead space, gives 0.83. In this model an avalanche cannot sustain itself there, but some multiplication accompanies the tunnelling, and the figures above omit it. For an electron that appears at rest at the end of its tunnelling path the factor is about 1.6 at that field. Including it lowers the applied voltage to about 2.6 V and weakens the slope to about $-2.1$ mV/K. At intermediate doping both processes can contribute, and their opposite temperature dependences can largely cancel.
